# Optimal core size in divide-and-conquer density functional theory

## Definitions and conventions

A periodic cubic cell of edge $L$ holds a material with uniform ion density $\rho$. Divide-and-conquer density functional theory cuts the cell into non-overlapping **cores**. Each core is surrounded by a **buffer** of thickness $b$ on every side, and the Kohn–Sham problem is solved in the resulting **domain**. Only the core part of each solution is kept. The domains share one chemical potential and one global electrostatic potential.

Cores are cubes of edge $l$ unless stated otherwise, and a domain is the full cube of edge $l+2b$, corners included. Its solver cost is

$$K(n)=c\,n^3,\qquad n=\rho(l+2b)^3 ,$$

where $n$ is the number of ions in the domain. The numbers of electrons and basis functions are taken proportional to $n$, and the proportionality factors sit in $c$. The same $c$, and the same number of self-consistency cycles, apply to every choice of $l$.

The quantity to be minimized is the summed work $C$ of all domains. The buffer $b$ is held fixed, because it is set by the accuracy demanded; this assumption is examined below. The edge $l$ is treated as continuous, although $L/l$ must be an integer for identical cores. Numerical costs are quoted with $c=1$, in units of one ion cubed.

## First case: cutting in one direction

Let the cell be cut into slabs along $x$ only. The cross-section $A=L^2$ stays whole and periodic, so it needs no lateral buffer. There are $L/l$ slabs, each with $\rho A(l+2b)$ ions:

$$C_1(l)=\frac{L}{l}\,c\,(\rho A)^3(l+2b)^3 .$$

Take the logarithm, so that the product becomes a sum, and differentiate with respect to $\ln l$. Since $d/d\ln l=l\,d/dl$,

$$\frac{d\ln C_1}{d\ln l}=-1+\frac{3l}{l+2b}=\frac{2(l-b)}{l+2b}.$$

The derivative is negative for $l<b$ and positive for $l>b$. The cost therefore has a single minimum, at $l=b$.

The two limits show what is being balanced. For $l\ll b$ each domain is nearly all buffer, its cost tends to a constant, and $C_1\propto 1/l$: more cores mean more repetitions of the same buffer work. For $l\gg b$ the buffer is negligible and $C_1\propto l^2$: the cubic solver penalizes large domains.

At the minimum the domain has length $3b$, and

$$C_{1,\min}=27\,c(\rho A)^3Lb^2 .$$

The undivided calculation costs $c(\rho AL)^3$. Its ratio to the divided one is

$$G_1=\frac{c(\rho A)^3L^3}{27c(\rho A)^3Lb^2}=\frac{L^2}{27b^2}.$$

Division saves work when $G_1>1$, that is, when $L>3\sqrt3\,b$.

## Generalization to three directions

Let the core be a brick with edges $l_1,l_2,l_3$. The number of domains is $\prod_i(L/l_i)$, and each holds $\rho\prod_i(l_i+2b)$ ions. Hence

$$C=c\rho^3\prod_{i=1}^{3}\left[\frac{L}{l_i}(l_i+2b)^3\right].$$

Each positive factor depends on one edge and has the form just minimized. The product is smallest when every factor is smallest, so $l_1=l_2=l_3=b$. Among bricks the cube is best; it need not be imposed. A numerical search started from edges of 2, 7 and 16 ion spacings, with a buffer of 5 spacings, ended with all three edges equal to the buffer.

For a cube the cost is

$$C(l)=c\rho^3L^3\,\frac{(l+2b)^9}{l^3}.$$

The power nine comes from a volume, which scales as the third power of length, entering a solver cost of third order. The logarithmic derivative is

$$\frac{d\ln C}{d\ln l}=-3+\frac{9l}{l+2b}=\frac{6(l-b)}{l+2b}.$$

It is three times the slab result, as it must be for three equal factors. It rises from $-3$ at small $l$ to $6$ at large $l$ and crosses zero once. Thus

$$\boxed{\,l_{\rm opt}=b\,},\qquad C_{\min}=3^9c\rho^3L^3b^6 .$$

The optimal domain must fit in the cell, which requires $L\ge3b$. The undivided calculation is a separate competitor, because it has no buffer. Its cost is $c\rho^3L^9$, so the gain is

$$G=\frac{L^9}{3^9L^3b^6}=\left(\frac{L^2}{27b^2}\right)^3 .$$

For $3b\le L<3\sqrt3\,b$, the choice $l=b$ is the best way to cut all three directions into domains that fit in the cell. Cutting fewer directions is cheaper there, because a whole periodic direction needs no buffer, and not dividing at all is cheapest. Explicit ion counts with $b=5$ spacings bracket this crossover. At $L=25$ spacings, division into cores of 5 spacings costs more than the whole cell, with $G=(25/27)^3\approx0.79$. At $L=30$ it costs less, with $G=(36/27)^3\approx2.4$.

## How sharp is the minimum?

Differentiate once more with respect to $s=\ln(l/b)$:

$$\frac{d^2\ln C}{ds^2}=l\frac{d}{dl}\left(\frac{9l}{l+2b}\right)=\frac{18lb}{(l+2b)^2}.$$

At $l=b$ this equals 2. The first derivative vanishes there, so the Taylor expansion gives

$$\frac{C}{C_{\min}}\approx e^{s^2}.$$

For a factor of two in either direction this estimate gives about 1.62. The full expression, with $x=l/b$, is

$$\frac{C}{C_{\min}}=\frac{(x+2)^9}{3^9x^3},$$

which gives 1.550 at $x=1/2$ and 1.665 at $x=2$. An error of 20% in the core edge costs only a few per cent, so rounding $l$ to fit the cell matters little near the optimum.

## Worked example with discrete ions

Take a simple-cubic array of ions with spacing 0.21 nm, a cell edge of 60 spacings and a buffer of 5 spacings:

$$L=12.60\ {\rm nm},\qquad b=1.05\ {\rm nm}.$$

The optimum is $l=1.05$ nm, with a domain edge of 3.15 nm. There are $(60/5)^3=1728$ domains of $15^3=3375$ ions each. The summed cost is

$$1728\times3375^3=6.64\times10^{13},$$

while the undivided cost is $216000^3=1.008\times10^{16}$. The gain is about 152. The crossover cell edge is $3\sqrt3\times1.05=5.46$ nm.

The continuous formula was tested by counting the ions in every domain for all integer divisions from 2 to 60 parts per edge. The smallest count-based cost occurs at $l=b$, and the largest deviation from the formula over all divisions is 1.7%.

That deviation has a simple origin. Let a domain edge be $w=l+2b$ spacings, with fractional part $f$. When $w$ is not an integer, a domain contains either the integer below $w$ or the one above, in a proportion that makes the mean number of layers $\langle k\rangle=w$. The variance is then $f(1-f)$, and to second order in the fluctuation

$$\frac{\langle k^3\rangle}{w^3}\approx1+\frac{3f(1-f)}{w^2}.$$

The three directions contribute one such factor each. With 24 parts per edge, $l=b/2$, $w=12.5$ and $f=1/2$. The factor is $(1+0.0048)^3\approx1.014$, which raises the smooth relative cost from 1.550 to 1.573, the counted value.

## Generalization to other solvers

Let $K(n)$ be a smooth solver cost whose local exponent $\nu=d\ln K/d\ln n$ exceeds 1 and does not fall as $n$ grows. The number of domains contributes $-3$ to the logarithmic derivative. The domain size contributes through $d\ln n/d\ln l=3l/(l+2b)$. Therefore

$$-3+\frac{3\nu l}{l+2b}=0
\quad\Rightarrow\quad \nu l=l+2b
\quad\Rightarrow\quad l=\frac{2b}{\nu-1}.$$

The condition on $\nu$ makes the logarithmic derivative change sign once, from negative to positive, so this point is the minimum. If $\nu$ fell with $n$, the same equation could also mark a maximum. For $\nu=3$ this returns $l=b$; for $\nu=2$ it gives $l=2b$. As $\nu\to1$ the optimum moves to infinity: a linear-scaling solver gains nothing from division and pays for every buffer.

A real solver also has work of lower order. Take $K=c(n^3+n_0n^2)$, where the two terms are equal at $n=n_0$. Then

$$\nu=\frac{3n+2n_0}{n+n_0},$$

which increases with $n$ from 2 to 3. Since $(\nu-1)l$ also increases with $l$, the optimum is unique. For the chosen value $n_0=500$ ions, the exponent at the optimum is 2.878, and

$$l=\frac{2\times1.05\ {\rm nm}}{1.878}=1.118\ {\rm nm}.$$

Using $l=b$ instead costs 0.4% more. The cubic approximation is adequate here because the domain holds several thousand ions, well above $n_0$.

## Does the buffer fix the error?

The derivation held $b$ fixed while $l$ changed. This is justified if the error criterion does not depend on $l$. A three-dimensional insulator with two sublattices allows a direct examination.

Let $T$ be nearest-neighbour hopping of magnitude $t$, and let $S$ be $+1$ on one sublattice and $-1$ on the other. The Hamiltonian is $H=T+\Delta S$. Hopping changes the sublattice, so $TS=-ST$, and the cross terms cancel in

$$H^2=T^2+\Delta(TS+ST)+\Delta^2=T^2+\Delta^2 .$$

All energies thus satisfy $|E|\ge\Delta$, also in a domain with open boundaries, and a common chemical potential at zero lies in the gap of every domain. The projector on filled states is $P=\tfrac12(1-H/|H|)$. With two electrons per state, the band-energy operator is

$$2HP=H-|H| .$$

Its diagonal element is the local energy of an ion. The diagonal of $H$ is $\pm\Delta$ in both the domain and the bulk, so the local error is

$$\delta_i=|H|^{\rm bulk}_{ii}-|H|^{\rm domain}_{ii}.$$

In an open box the eigenstates of $T$ are products of sine waves, which gives $|H|_{ii}$ as a sum of $\sqrt{\varepsilon^2+\Delta^2}$ weighted by their squares, where $\varepsilon$ is an eigenvalue of $T$. Direct diagonalization of a $6\times6\times6$ box reproduced the local energies within a relative tolerance of about $10^{-5}$. That comparison tests the construction, not the last digits of the tiny errors below.

With $t=1.3$ eV and $\Delta=4$ eV the gap is 8.00 eV. At a fixed buffer of 1.05 nm:

- The largest local error is $6.84\times10^{-9}$ eV per ion for core edges of 1.05, 2.10 and 4.20 nm alike.
- The magnitude of the mean error is $2.57\times10^{-9}$, $1.28\times10^{-9}$ and $6.41\times10^{-10}$ eV per ion, respectively.

For these core edges, a tolerance on the worst ion therefore fixes $b$ independently of $l$ in this model, and $l=b$ stands. Cores only one or two layers wide are exceptions, because their ions feel opposite faces of the domain at nearly the same distance. The effect is strongest for a single layer, where the two distances are equal and the worst error doubles; for two layers it is about 6% smaller. The range of exceptions widens as the gap shrinks: with a 2 eV gap and the same hopping and buffer, a three-layer core differs from a wide one by about 40%.

The mean behaves differently because the error is concentrated near the core faces. If each unit of face area contributes $\sigma(b)$, the core total is $6l^2\sigma$. Division by $\rho l^3$ ions gives $6\sigma/(\rho l)$. This holds when $l$ greatly exceeds the decay length and edge terms are small. Doubling the core then halves the mean error, as the numbers show.

## The optimum at fixed mean error

In this model the mean error changes sign from one buffer layer to the next, so only its magnitude is fitted. Near a given buffer thickness, write the magnitude of the mean error as

$$\eta=\frac{B\,e^{-b/\lambda}}{l},$$

where $B$ is a constant and $\lambda$ is a local decay length. For a core edge of 2.10 nm, the error falls from $2.467\times10^{-8}$ to $7.348\times10^{-11}$ eV per ion as the buffer grows from 4 to 6 layers. Thus

$$\lambda=\frac{2\times0.21\ {\rm nm}}{\ln(2.467\times10^{-8}/7.348\times10^{-11})}=0.072\ {\rm nm}.$$

Between 6 and 8 layers the value is 0.076 nm, so a single exponential is an approximation over a limited range.

Now hold $\eta$ fixed. From $\ln\eta=\ln B-b/\lambda-\ln l$,

$$0=-\frac1\lambda\frac{db}{dl}-\frac1l
\quad\Rightarrow\quad \frac{db}{dl}=-\frac{\lambda}{l}.$$

A larger core may use a slightly thinner buffer. The stationary condition for $9\ln(l+2b)-3\ln l$ becomes

$$\frac{9(1-2\lambda/l)}{l+2b}-\frac3l=0 .$$

Multiplication by $l(l+2b)/3$ gives $3l-6\lambda=l+2b$, and hence

$$l=b+3\lambda ,$$

where $b$ is the buffer at that optimum. As $\lambda/b\to0$ the earlier result returns.

Fix the mean error at its value for $l=b=1.05$ nm within this exponential fit. The optimum is then $b=1.037$ nm and $l=1.037+3\times0.0722\approx1.254$ nm. The core edge moves by 19%, yet staying at $l=b=1.05$ nm costs only 3.8% more. This uses a continuous buffer; a real lattice changes in steps. With whole layers the shift disappears in this example. By the $1/l$ scaling, a 4-layer buffer would need a core of about 96 spacings, larger than the cell, so $l=b=5$ layers remains the cheapest choice that meets the target.

The buffer itself matters far more than this shift. Going from 5 to 6 layers, with $l=b$ in each case, multiplies the cost by $(6/5)^6=2.99$. At a fixed core edge of 2.10 nm the same extra layer reduces the mean error by a factor of about 17.

## Changing the shape of the buffer

A cubic domain includes corner ions farther than $b$ from the core. Suppose the solver can instead use only the ions within distance $b$ of it. The volume consists of the core, six face slabs, twelve quarter-cylinders and eight octants of a sphere:

$$V=l^3+6l^2b+3\pi lb^2+\frac{4\pi}{3}b^3 .$$

The cost is proportional to $V^3/l^3$, so $V/l$ must be minimal. This requires $lV'=V$:

$$3l^3+12l^2b+3\pi lb^2=l^3+6l^2b+3\pi lb^2+\frac{4\pi}{3}b^3 .$$

The terms linear in $l$ cancel. With $x=l/b$,

$$2x^3+6x^2=\frac{4\pi}{3}.$$

The left side increases for positive $x$, so there is one solution, $x=0.748$. For the example, $l=0.785$ nm, and the minimum cost is 0.41 of that for cubic domains at the same $b$. Counting whole ions raises this ratio to about 0.44, for a core of 4 spacings. The two shapes also differ in error: in the two-sublattice model, with $l=b$ equal to 2 and 3 layers, the worst error of the rounded domain is 2.4 and 3.1 times that of the cube. At equal error the saving is therefore smaller than the ratio at equal $b$ suggests. The statement $l=b$ therefore belongs to domains whose cost follows the full cube, as when both the ions and a plane-wave basis fill the box.

## Reading the result for an oxide barrier

The spacing and gap are rough values for magnesium oxide, a tunnel-barrier material. The gap is close to the measured one, whereas locality in a Kohn–Sham calculation follows the Kohn–Sham gap, about 4.5 to 5 eV with semilocal functionals. With a model gap of 4.6 eV the worst error at a 1.05 nm buffer rises to about $5\times10^{-7}$ eV per ion and $\lambda$ to about 0.10 nm. The model has one orbital per ion and omits the oxygen $p$ bands, self-consistency and long-range Coulomb response. Its errors near $10^{-9}$ eV per ion are far below a meV-scale target and must not be read as the accuracy of a production calculation; the 1.05 nm buffer is much thicker than this model would need for such a target. Consider first a free-standing film one or two nanometres thick, which is less than $2b=2.10$ nm. A core that touches its mid-plane already has the whole thickness in its domain. Cutting across the thickness therefore saves nothing, and only the two in-plane edges would be cut. The factorized cost still gives $l=b$ for those two edges if the film is uniform in its plane. Metal electrodes break the assumption of a gap throughout the system and may demand a thicker buffer. If $b$ had to double, the optimal core edge would double to 2.10 nm, and the minimum cost at fixed cell size would rise by a factor of $2^4=16$ for cuts in the film plane only, or $2^6=64$ for cuts in all three directions, provided the larger domains still fit.

The rule also concerns summed work, not elapsed time. If every domain had its own processor and communication were free, the elapsed time would scale as $(l+2b)^9$ and would keep falling as $l$ decreased. With a limited number of processors, all kept equally busy, elapsed time follows the summed work and $l=b$ applies again. The full set of computed values is in the numerical output.

## Computed values

```
ion spacing: 0.21 nm
cell edge: 12.60 nm = 60 spacings
ions in cell: 216000
buffer each side: 1.05 nm = 5 spacings
best counted core edge: 1.05 nm
best domain edge: 3.15 nm
number of domains at best: 1728
ions per best domain: 3375
minimum summed cost: 6.6430e+13 ion^3
undivided cost: 1.0078e+16 ion^3
gain over undivided: 151.7 (ratio)
largest count/formula deviation: 1.72 %
counted cost, core 1.260 nm: 1.0345 (relative)
counted cost, core 1.145 nm: 1.0171 (relative)
counted cost, core 1.050 nm: 1.0000 (relative)
counted cost, core 0.969 nm: 1.0164 (relative)
counted cost, core 0.900 nm: 1.0329 (relative)
formula cost at l=b/2: 1.550 (relative)
counted cost at l=b/2: 1.573 (relative)
formula cost at l=2b: 1.665 (relative)
log-log curvature at l=b: 2.0000 (dimensionless)
best brick edges: [1.05 1.05 1.05] nm
best core for exponent 2.0: 2.100 nm
best core for exponent 2.5: 1.400 nm
best core for exponent 3.0: 1.050 nm
crossover cell edge: 5.456 nm
cost factor, buffer 5 to 6 layers: 2.986
quadratic/cubic equality size: 500 ions
effective exponent with quadratic term: 2.8780
best core with quadratic term: 1.118 nm
penalty of l=b there: 0.41 %
best core with rounded buffer: 0.785 nm
rounded best l/b: 0.7476 (ratio)
rounded/cubic minimum cost: 0.411 (ratio)
model hopping: 1.30 eV; site energy: 4.00 eV
model gap: 8.00 eV; valence width: 4.77 eV
core 1.05 nm: worst 6.8375e-09, mean 2.5683e-09 eV/ion
core 2.10 nm: worst 6.8374e-09, mean 1.2830e-09 eV/ion
core 4.20 nm: worst 6.8374e-09, mean 6.4126e-10 eV/ion
mean error, 2.10 nm core, 4 buffer layers: 2.467e-08 eV/ion
mean error, 2.10 nm core, 5 buffer layers: 1.283e-09 eV/ion
mean error, 2.10 nm core, 6 buffer layers: 7.348e-11 eV/ion
mean-error l scaling, 20 vs 10 layers: 0.9996 (ratio)
error decay length, 4 to 6 layers: 0.0722 nm
error decay length, 6 to 8 layers: 0.0761 nm
best core at fixed mean error: 1.254 nm
buffer at that optimum: 1.037 nm
penalty of l=b there: 3.76 %
```
